\section*{Exponents of Kolmogorov-Avrami-Ishibashi Switching for Pre-existing Nuclei and Constant Nucleation}

\section{Definitions and assumptions}

A uniform ferroelectric fills $D$-dimensional space, with $D=1,2,3$. Its polarization is $-P_s$ until $t=0$, when a constant field favouring $+P_s$ is applied. The switched fraction $c(t)$ is the fraction of the volume that has polarization $+P_s$ at time $t$, so that
\begin{equation}
P(t)=P_s c-P_s(1-c)=P_s\,(2c-1).
\label{pol}
\end{equation}
The dimension $D$ is that of the growth. In a film whose domains span the thickness and spread sideways, $D=2$, and densities are counted per area. The word ``volume'' below means length, area or volume accordingly.

The assumptions are as follows.

(a) Nuclei have zero initial size and come from two independent sources. Pre-existing nuclei have mean density $N$, lie at independent random positions and all start to grow at $t=0$. New nuclei appear at random at a constant rate $J$ per unit time and unit \emph{unswitched} volume.

(b) A nucleus born at position $y$ and time $s$ would, if alone, fill the region $y+v(t-s)K$ at time $t$. Here $v$ is a constant speed and $K$ is a fixed convex body of volume $C_D$ with the origin in its interior. For balls of unit radius, $C_1=2$, $C_2=\pi$ and $C_3=4\pi/3$.

(c) The switched region is the union of these freely grown domains. Domains merge on contact, and nothing switches back.

To measure distance in a way adapted to the domain shape, let $g(z)$ be the smallest $\lambda\ge 0$ for which $z\in\lambda K$. For balls, $g(z)=|z|$. The domain of $(y,s)$ reaches $x$ at the time
\begin{equation}
T(x;y,s)=s+\frac{g(x-y)}{v}.
\label{arrival}
\end{equation}
The function $g$ obeys the triangle inequality. Write $z_1=\lambda_1k_1$ and $z_2=\lambda_2k_2$ with $k_1,k_2\in K$ and $\lambda_i=g(z_i)$, not both zero. Then
\begin{equation}
z_1+z_2=(\lambda_1+\lambda_2)\,
\frac{\lambda_1k_1+\lambda_2k_2}{\lambda_1+\lambda_2}.
\end{equation}
The fraction is a weighted average of two points of the convex body $K$ and so lies in $K$. Hence $g(z_1+z_2)\le g(z_1)+g(z_2)$.

\section{Theorem}

\paragraph{Theorem.} Under assumptions (a)--(c),
\begin{equation}
c(t)=1-e^{-A(t)},\qquad
A(t)=C_Dv^D\left[N t^D+\frac{J\,t^{D+1}}{D+1}\right].
\label{main}
\end{equation}
If one source acts alone, this is the Kolmogorov-Avrami-Ishibashi (KAI) law
\begin{equation}
c(t)=1-\exp\left[-\left(\frac{t}{t_0}\right)^n\right],
\label{kai}
\end{equation}
with
\begin{align}
J=0:&\quad n=D, & t_0&=\left(N C_Dv^D\right)^{-1/D},
\label{pre}\\
N=0:&\quad n=D+1, & t_0&=\left(\frac{J C_Dv^D}{D+1}\right)^{-1/(D+1)}.
\label{const}
\end{align}

The exponential in Eq.~\eqref{kai} is called stretched for $n<1$ and compressed for $n>1$; for $n=1$ it is an ordinary one.

\section{Two lemmas}

The nuclei in (a) are not independent, because an existing domain forbids nucleation inside itself. The first lemma removes this difficulty.

\paragraph{Lemma 1 (phantom nuclei).} Let new nuclei appear at rate $J$ per unit volume everywhere, including in switched material. The switched region is the same as when nuclei born in switched material are discarded.

\emph{Proof.} Discarding those nuclei, the phantoms, leaves the physical process. Whether a place is switched just before time $s$ depends on earlier events, and the nuclei offered in the next instant are independent of these. The remaining rate is therefore $J$ in unswitched material and zero elsewhere.

Now let $(y',s')$ be a phantom. It was born inside the domain of some real nucleus $(y,s)$, so $s+g(y'-y)/v\le s'$. For any point $x$, the triangle inequality gives
\begin{align}
T(x;y,s)&=s+\frac{g\big((y'-y)+(x-y')\big)}{v}\nonumber\\
&\le s+\frac{g(y'-y)}{v}+\frac{g(x-y')}{v}\nonumber\\
&\le s'+\frac{g(x-y')}{v}=T(x;y',s').
\end{align}
The real domain reaches $x$ no later than the phantom does. Phantoms therefore change no first arrival time. $\square$

With phantoms included, all nuclei are independent. A point $x$ is unswitched at $t$ exactly when no nucleus satisfies $T(x;y,s)\le t$, that is, when the set
\begin{equation}
\{(y,s):\ 0\le s\le t,\ g(x-y)\le v(t-s)\}
\end{equation}
is empty. This is the backward cone of $(x,t)$. Its slice at time $s$ is $x-v(t-s)K$, a reflected and scaled copy of $K$. Reflection preserves volume, so the slice has volume $C_D[v(t-s)]^D$.

\paragraph{Lemma 2 (empty cone).} If independently placed nuclei have mean number $A$ in the cone, then in an infinite sample the cone is empty with probability $e^{-A}$.

\emph{Proof.} Take first a large finite sample with $M$ nuclei from one source. Each lies in the cone with the same probability $p$, and $Mp=A$. All $M$ miss it with probability
\begin{align}
\left(1-\frac{A}{M}\right)^M
&=\exp\left[M\ln\left(1-\frac{A}{M}\right)\right]\nonumber\\
&=\exp\left[-A-\frac{A^2}{2M}-\dots\right]\nonumber\\
&=e^{-A}\left[1-\frac{A^2}{2M}+\dots\right].
\label{finite}
\end{align}
Enlarging the sample at fixed density keeps $A$ fixed and sends $M\to\infty$, which leaves $e^{-A}$. For two independent sources the probabilities multiply, $e^{-A_1}e^{-A_2}=e^{-(A_1+A_2)}$, so the mean numbers add. $\square$

For $A=1$ and $M=100$ the finite product is $0.36603$, against the limit $0.36788$. The difference, $-0.00185$, agrees with the leading correction $-e^{-1}/200=-0.00184$.

\section{Proof of the theorem}

Every point has the same probability of being unswitched. Two points far enough apart have disjoint backward cones and are independent, so fluctuations of the spatial average vanish in an infinite sample. The unswitched fraction therefore equals the empty-cone probability, $1-c=e^{-A}$. It remains to count the mean number of nuclei in the cone.

Pre-existing nuclei lie in the slice $s=0$, which contributes
\begin{equation}
A_N=N C_D(vt)^D.
\end{equation}
New nuclei may lie in any slice. With the age $a=t-s$ as integration variable,
\begin{align}
A_J&=J\int_0^t C_D[v(t-s)]^D\,ds
=J C_Dv^D\int_0^t a^D\,da\nonumber\\
&=\frac{J C_Dv^D\,t^{D+1}}{D+1}.
\end{align}
The sum $A_N+A_J$ is the $A(t)$ of Eq.~\eqref{main}. Setting $A_N$ or $A_J$ equal to $(t/t_0)^n$ gives Eqs.~\eqref{pre} and \eqref{const}. $\square$

The exponent counts the directions in which the cone can collect nuclei. There are $D$ directions in space, and continuous nucleation adds the time direction. The factor $1/(D+1)$ appears because late nuclei have had less time to grow. The shape enters through $C_D$ and changes $t_0$, but not $n$.

\paragraph{Remark (comparison with direct simulation).} Domains were simulated from assumptions (a)--(c), with nuclei born in switched material rejected one by one. The slope of $\ln[-\ln(1-c)]$ against $\ln t$ then measures $n$. For pre-existing nuclei it is $0.965\pm0.021$, $1.995\pm0.021$ and $2.998\pm0.018$ in $D=1,2,3$. For constant nucleation it is $2.018\pm0.024$, $2.996\pm0.019$ and $4.014\pm0.017$. The uncertainties are one standard error, and every value lies within two of them from $D$ or $D+1$. Square domains in $D=2$ with constant nucleation give $3.022\pm0.022$. For discs, $37\%$ of the nuclei offered up to $3.20\ \mu\mathrm{s}$ were phantoms, yet including them changed no arrival time beyond rounding, as Lemma 1 requires.

\section{Both sources together}

\paragraph{Corollary 1.} If $N$ and $J$ are both nonzero, the local exponent
\begin{equation}
n(t)=\frac{d\ln A}{d\ln t}=D+\frac{Jt}{(D+1)N+Jt}
\label{local}
\end{equation}
rises from $D$ at early times to $D+1$ at late times.

\emph{Proof.} Write $A=C_Dv^Dt^D\,[N+Jt/(D+1)]$. The factor $t^D$ contributes $D$ to the logarithmic derivative. The bracket contributes
\begin{equation}
\frac{Jt/(D+1)}{N+Jt/(D+1)}=\frac{Jt}{(D+1)N+Jt}.\qquad\square
\end{equation}

A non-integer fitted exponent between $D$ and $D+1$ can thus arise from mixed nucleation, without a fractional dimension. The midpoint $D+\tfrac12$ is reached at $t=(D+1)N/J$. For $D=2$, $N=0.01\ \mu\mathrm{m}^{-2}$ and $J=0.02\ \mu\mathrm{m}^{-2}\mu\mathrm{s}^{-1}$ this is $3\times0.01/0.02=1.5\ \mu\mathrm{s}$. With $v=2\ \mu\mathrm{m}/\mu\mathrm{s}$ the simulated mean exponent between $1$ and $2\ \mu\mathrm{s}$ is $2.473\pm0.021$; Eq.~\eqref{main} gives $2.485$. At $20\ \mu\mathrm{s}$ the local exponent is $2.930$, but no switching curve would show it. The pre-existing nuclei alone then contribute $4\pi\times0.01\times400\approx50$ to $A$, and the unswitched fraction is below $e^{-50}$.

\section{Switching current}

\paragraph{Corollary 2.} Let $j=dP/dt$ be the polarization current density of the KAI law \eqref{kai}. For $n>1$ it has a single maximum, at
\begin{equation}
t_p=t_0\left(\frac{n-1}{n}\right)^{1/n},\qquad
\frac{j_pt_p}{2P_s}=(n-1)\,e^{-(n-1)/n}.
\label{peak}
\end{equation}

\emph{Proof.} Equation \eqref{pol} gives $j=2P_s\,dc/dt$. With $u=(t/t_0)^n$ we have $du/dt=nu/t$, and therefore
\begin{equation}
j=2P_s\,\frac{d}{dt}\left(1-e^{-u}\right)=2P_s\,\frac{nu}{t}\,e^{-u}.
\label{current}
\end{equation}
Since $u/t\propto t^{n-1}$,
\begin{equation}
\frac{d\ln j}{dt}=\frac{n-1}{t}-\frac{nu}{t}.
\end{equation}
This is positive for $u<(n-1)/n$ and negative for larger $u$, so the maximum is at $u_p=(n-1)/n$. Solving $u_p=(t_p/t_0)^n$ gives $t_p$, and inserting $u_p$ in Eq.~\eqref{current} gives the product. $\square$

For $n=1$ the current falls from the start and has no such peak. For $n>1$ the product in Eq.~\eqref{peak} determines $n$ uniquely, because the derivative of its logarithm is
\begin{equation}
\frac{1}{n-1}-\frac{1}{n^2}=\frac{n^2-n+1}{n^2(n-1)}>0.
\end{equation}
This route to $n$ needs the height of the polarization-current peak, its time counted from the onset of the field, and the total switched charge density $2P_s$. An error in the time origin shifts the inferred $n$. The route also presumes that the KAI law holds.

\section{Example: a film with sideways growth}

Consider a model film with disc-shaped domains, $D=2$ and $C_2=\pi$. The round parameters are $v=2\ \mu\mathrm{m}/\mu\mathrm{s}$, $N=0.05\ \mu\mathrm{m}^{-2}$, $J=0.02\ \mu\mathrm{m}^{-2}\mu\mathrm{s}^{-1}$ and $P_s=0.25\ \mathrm{C/m^2}$. Micrometres and microseconds suit these scales better than atomic units. Each source is taken alone.

For pre-existing nuclei, $n=2$ and
\begin{align}
t_0&=(0.05\times\pi\times2^2)^{-1/2}\ \mu\mathrm{s}=1.262\ \mu\mathrm{s},\nonumber\\
t_{1/2}&=t_0(\ln2)^{1/2}=1.050\ \mu\mathrm{s},\nonumber\\
t_p&=t_0\left(\tfrac12\right)^{1/2}=0.892\ \mu\mathrm{s},\nonumber\\
j_p&=\frac{2\times0.25\times0.6065}{0.892}\ \frac{\mathrm{C}}{\mathrm{m^2}\,\mu\mathrm{s}}
=0.340\ \mathrm{MA/m^2}.
\end{align}
The half-switching time $t_{1/2}$ follows from $e^{-(t_{1/2}/t_0)^n}=\tfrac12$. The factor $0.6065=e^{-1/2}$ is the product in Eq.~\eqref{peak}.

For constant nucleation, $n=3$ and
\begin{align}
t_0&=\left(\frac{0.02\times\pi\times2^2}{3}\right)^{-1/3}\mu\mathrm{s}=2.285\ \mu\mathrm{s},\nonumber\\
t_{1/2}&=t_0(\ln2)^{1/3}=2.023\ \mu\mathrm{s},\nonumber\\
t_p&=t_0\left(\tfrac23\right)^{1/3}=1.996\ \mu\mathrm{s},\nonumber\\
j_p&=\frac{2\times0.25\times1.0268}{1.996}\ \frac{\mathrm{C}}{\mathrm{m^2}\,\mu\mathrm{s}}
=0.257\ \mathrm{MA/m^2}.
\end{align}

The switched fraction at the current peak is $1-e^{-(n-1)/n}$, which is $0.39$ for $n=2$ and $0.49$ for $n=3$. The peak therefore comes before half-switching in both cases, and for $n=3$ the two nearly coincide. The times themselves do not rank the two mechanisms, since $N$ and $J$ were chosen independently.

\section{Where the exponents change}

\paragraph{Finite initial size.} Suppose each pre-existing nucleus starts with size $r_0$, so that its domain is $(r_0+vt)K$ about its centre. With no new nucleation, $A=N C_D(r_0+vt)^D$ and
\begin{equation}
\frac{d\ln A}{d\ln t}=D\,\frac{vt}{r_0+vt}.
\end{equation}
This is below $D$ and approaches it once $vt\gg r_0$.

\paragraph{Growth that slows with age.} Let the radius of a disc grow as $\sqrt{ka}$ with its age $a$. A phantom born at the edge of a domain of age $a$ reaches, after a further time $b$, the distance $\sqrt{ka}+\sqrt{kb}$ from the centre of that domain. The domain itself reaches only $\sqrt{k(a+b)}$, which is smaller because
\begin{equation}
\left(\sqrt a+\sqrt b\right)^2=a+b+2\sqrt{ab}>a+b.
\end{equation}
Lemma 1 then fails. Counting phantoms gives, for $D=2$ and constant nucleation,
\begin{equation}
A=J\int_0^t\pi k\,a\,da=\frac{\pi Jk\,t^2}{2},
\end{equation}
and $1-e^{-A}$ overestimates $c$. For $k=4\ \mu\mathrm{m}^2/\mu\mathrm{s}$ and the same $J$, the time at which $A=1$ is $2.821\ \mu\mathrm{s}$. There the simulated fraction with phantoms included is $0.6346\pm0.0036$, consistent with $1-e^{-1}=0.6321$. The same samples give $0.6270$ with real nuclei only and share most of this noise. The paired difference is $0.0075\pm0.0004$, so the true fraction is about $0.6321-0.0075\approx0.625$. The overestimate is about one per cent of $c$: small in this case, but clearly resolved. Pre-existing nuclei produce no phantoms, so for them the formula survives, with $A=N C_D(kt)^{D/2}$ and $n=D/2$.

\paragraph{Isolated grains: nucleation-limited switching.} Let the sample consist of identical convex grains of volume $V_g$, with no growth across their boundaries and no pre-existing nuclei. Let $\tau$ be the longest time a domain needs to cross a grain. For $t>\tau$, a nucleus born anywhere in the grain before $t-\tau$ has reached every point of it by time $t$. The mean number of nuclei in the part of a backward cone inside the grain therefore obeys
\begin{equation}
J V_g(t-\tau)\le A\le J V_g t.
\end{equation}
The nuclei offered to a grain are those of an infinite sample that happen to fall inside it, so Lemma 2 applies to this part of the cone. The unswitched fraction averaged over many grains therefore satisfies
\begin{equation}
e^{-JV_gt}\le 1-c\le e^{-JV_g(t-\tau)}.
\end{equation}
If $JV_g\tau\ll1$, most of the time is spent waiting for the first nucleus, and $c\approx1-e^{-JV_gt}$. At times $t\gg\tau$ the exponent is then close to $1$ in any dimension. For a square grain of side $1\ \mu\mathrm{m}$ with the $v$ and $J$ of the film, the mean wait is $1/(0.02\times1)=50\ \mu\mathrm{s}$ and the longest crossing takes $\sqrt2/2=0.707\ \mu\mathrm{s}$. The simulated exponent is $1.015\pm0.016$, whereas the unbounded film with the same $J$ has $n=3$.

Real grains may have different nucleation rates $w=JV_g$. Let angle brackets denote the volume-weighted average over grains, with crossing times neglected. Then $1-c=\langle e^{-wt}\rangle$. Define $A=-\ln\langle e^{-wt}\rangle$, so that
\begin{align}
\frac{dA}{dt}&=\frac{\langle w e^{-wt}\rangle}{\langle e^{-wt}\rangle},\nonumber\\
\frac{d^2A}{dt^2}&=-\left[\frac{\langle w^2e^{-wt}\rangle}{\langle e^{-wt}\rangle}
-\left(\frac{\langle we^{-wt}\rangle}{\langle e^{-wt}\rangle}\right)^2\right]\le0.
\end{align}
The bracket is the variance of $w$ among the grains still unswitched, which cannot be negative. The slope of $A$ therefore never increases. As $A(0)=0$, it follows that $A(t)\ge t\,dA/dt$, and the local exponent $d\ln A/d\ln t$ is at most $1$. A spread of nucleation rates thus broadens the response on a logarithmic time scale, but it does not give Eq.~\eqref{kai} with one fixed $n<1$. The local exponent varies with time: for equal volumes with rates $w$ and $10w$ it starts at $1$, dips to about $0.5$ near $wt=0.3$ and returns towards $1$ at late times. The bound of $1$ also holds only with crossing times neglected; at times of order $\tau$ growth within a grain raises the exponent above $1$. An exponent below $1$ lies outside the theorem, whose smallest value is $n=1$. Before it is taken as a sign that one of assumptions (a)--(c) has failed, the time origin and the total switched charge density $2P_s$ must be checked. For example, if $A=t/t_0$ but the clock starts late by $\delta$, the measured time is $t'=t-\delta$ and the apparent local exponent is $t'/(t'+\delta)<1$, although all the assumptions hold.

The numerical output below lists the simulation results quoted here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Inputs: v = 2.0 um/us, Ps = 0.25 C/m^2
N = 0.05 um^-D, J = 0.02 um^-D us^-1
KAI switched fraction at t0: 0.6321
Simulation (+- one standard error):
D=1 pre-existing: t0 = 5.000 us, n = 0.965 +- 0.021, c(t0) = 0.623 +- 0.010
D=1 constant rate: t0 = 5.000 us, n = 2.018 +- 0.024, c(t0) = 0.629 +- 0.008
D=2 pre-existing: t0 = 1.262 us, n = 1.995 +- 0.021, c(t0) = 0.638 +- 0.007
D=2 constant rate: t0 = 2.285 us, n = 2.996 +- 0.019, c(t0) = 0.632 +- 0.005
  phantom share of nuclei up to 3.20 us: 0.369
  largest arrival change by phantoms < 1e-9 us: True
D=3 pre-existing: t0 = 0.842 us, n = 2.998 +- 0.018, c(t0) = 0.635 +- 0.005
D=3 constant rate: t0 = 1.563 us, n = 4.014 +- 0.017, c(t0) = 0.630 +- 0.004
Squares, D=2, constant rate: t0 = 2.109 us, n = 3.022 +- 0.022
Empty-cone probability for A=1, M infinite: 0.36788
  M = 10: 0.34868
  M = 100: 0.36603
  M = 1000: 0.36770
Mixed, D=2, N = 0.01 um^-2, J = 0.02 um^-2 us^-1:
  mean n from 1 to 2 us: formula 2.485, simulation 2.473 +- 0.021
  local n at 0.1 us: 2.062
  local n at 1.5 us: 2.500
  local n at 20.0 us: 2.930
Square-root growth, D=2, k = 4.0 um^2/us, t0 = 2.821 us:
  c(t0) with phantoms: 0.6346 +- 0.0036
  c(t0) real nuclei only: 0.6270
  overestimate by phantoms: 0.0075 +- 0.0004
Isolated square grain, side 1.0 um, constant rate:
  mean wait 50.0 us, longest crossing 0.707 us
  n = 1.015 +- 0.016
Film example, D=2:
 pre-existing: n = 2, t0 = 1.2616 us, half-switching 1.0503 us
  current peak at 0.8921 us, height 0.3400 MA/m^2
  j_p t_p/(2 Ps) = 0.6065, c at peak = 0.3935
 constant rate: n = 3, t0 = 2.2854 us, half-switching 2.0226 us
  current peak at 1.9965 us, height 0.2572 MA/m^2
  j_p t_p/(2 Ps) = 1.0268, c at peak = 0.4866
\end{verbatim}
